# Quantised polarisation and zigzag edge charge of monolayer boron nitride, part 2

We ask which charges an insulating zigzag edge of flat, non-magnetic monolayer boron nitride can carry. The edge runs along $\mathbf a_1$ with repeat $a=0.25$ nm, and $e>0$. One $e$ per repeat is 4.0 e/nm, or 641 pC/m. Height $v=y/H$ is measured in rows of spacing $H=\sqrt3a/2$. In each cell the anion (nitrogen) lies at height 0 and the cation (boron) at 1/3. Their core charges are $(8-Z_c)e$ and $Z_ce$, with eight valence electrons per cell. Boron nitride has $Z_c=3$.

The polarisation is $\Omega\mathbf P=e\,(p_1\mathbf a_1+p_2\mathbf a_2)$, with $\Omega$ the cell area, and $p_2$ is the first moment of one cell's cores and Wannier functions along the upward normal. Threefold symmetry allows (a)

$$p_1=p_2=0,\ \tfrac13\ \text{or}\ \tfrac23\pmod 1 .$$

An insulating edge of period $a$ with upward normal has, per repeat (b),

$$Q=e\,p_2+e\times\text{integer}.$$

Here charge is counted with a ramp: a weight that is 0 deep in the sheet, rises linearly to 1 over one row, and stays 1 to the edge. From the limit of zero hopping, with the anion shells filled (c),

$$p_1=p_2=\frac{Z_c}{3}\pmod 1 .$$

The π electrons with unit cores give $p_2=1/3$, and the σ electrons with the remaining cores 2/3.

The bound on the gap is this: if all levels of one group of orbitals lie below all levels of a second, and hopping joins only orbitals of different groups, the interval between the groups stays free of levels. The model has one $s$ and three $p$ orbitals per atom, at $-26$ and $-14$ eV for nitrogen and $-12$ and $-8$ eV for boron, with nearest-neighbour hopping. Its bulk gap is 6.0 eV.

**Problem (e).** *A ribbon consists of $M$ complete rows of cells, so that its lowest atoms are anions and its highest are cations, each with one neighbour missing. Find the edge charges when the anion orbitals are filled and the cation orbitals empty. Then attach one hydrogen atom to every edge atom.*

**Solution.** The bound on the gap did not use periodicity, so it holds for the ribbon as well: four levels per anion lie below the gap. Reduce the hopping to zero. Each anion then has charge $(8-Z_c)-8=-Z_c$ and each cation $+Z_c$, in units of $e$. The ribbon is made of complete units with nothing left over, and one unit has the first moment $Z_c\cdot\tfrac13+(-Z_c)\cdot0=Z_c/3$. The upper edge has this charge and the lower edge the opposite one:

$$Q_{\text{cation}}=+\frac{Z_c}{3}e,\qquad Q_{\text{anion}}=-\frac{Z_c}{3}e .$$

When the hopping is restored, the edge charge can change only continuously and must stay within the allowed set, which has steps of $e$. It therefore does not change. For boron nitride the bare edges carry $+e$ and $-e$.

Hydrogen brings a core of charge $+1$. At an anion edge it meets a dangling orbital that is already filled. The two orbitals form a bonding and an antibonding level, and the one pair that was there fills the bonding level. No electron is added, so the edge charge rises by $e$. At a cation edge the dangling orbital is empty, and the bonding level lies below the gap and takes a pair. The edge gains $+1-2=-1$. Thus

$$Q_{\text{anion}}^{\text H}=\left(1-\frac{Z_c}{3}\right)e,\qquad Q_{\text{cation}}^{\text H}=\left(\frac{Z_c}{3}-1\right)e ,$$

and both vanish for boron nitride.

The gap must remain open for this to hold. Put the hydrogen level at $-13$ eV. At the anion edge, hydrogen belongs with the upper group, whose lowest level is then $-13$ eV, while the anions lie at or below $-14$ eV. At the cation edge it belongs with the lower group, whose highest level is $-13$ eV, while the cations lie at or above $-12$ eV. Each edge taken alone therefore keeps a gap of at least 1 eV. For a ribbon with both edges the same argument guarantees nothing, since the two hydrogen levels coincide, and the gap has to be computed. For $M=20$ it is 5.8 eV with hydrogen and 4.0 eV without.

The edge charges follow from the electron populations of the atoms, counted with the ramp of part (b). The bare ribbon gives $-1.00000$ at the nitrogen edge and $+1.00000$ at the boron edge, in $e$ per repeat. With hydrogen and the electron distribution held fixed, the core charge alone was then varied:

- $Z_c=2$: anion edge $+0.33333$, cation edge $-0.33333$;
- $Z_c=3$: both edges $0.00000$;
- $Z_c=4$: anion edge $-0.33333$, cation edge $+0.33333$.

These integers and thirds do not reflect the charges of single atoms. Inside the ribbon each boron atom has a charge of 0.57 e in this model, far from the 3 e of the decoupled limit. That atomic charge depends on the hoppings and on how the charge is shared between atoms, and the edge charge does not.

A local change at the edge shows the same thing. Lower the outermost nitrogen levels by 2 eV and raise the outermost boron levels by 2 eV in the hydrogen-terminated ribbon. Each edge nitrogen atom gains 0.32 electrons, but both edge charges remain zero. The added electrons come from atoms nearby, within the region that the ramp counts as edge.

### (f) Can a bare edge be neutral?

*Consider a bare zigzag edge of boron nitride without spin polarisation. Can it be insulating and neutral at once?*

**Solution.** Start from the filled nitrogen edge with $Q=-e$ per repeat. The cores are fixed, so another insulating state differs only in how many edge bands are filled. Without spin polarisation each band holds two electrons per repeat, and emptying $j$ bands gives

$$Q=(-1+2j)\,e .$$

This is odd for every integer $j$, so in a description by filled and empty one-electron bands an edge with the primitive period $a$ cannot be both insulating and neutral. The boron edge starts from $+e$ and obeys the same rule.

If the period is $ma$ with the same atoms in each length $a$, the charge per long repeat is $(-m+2j)e$. It can vanish when $m$ is even. Within band theory a neutral bare edge therefore has these ways out: it may be metallic, it may polarise its spins so that bands hold one electron, or it may double its period. Beyond band theory, strong repulsion can also open a charge gap in a half-filled edge band without spin polarisation or a longer period, as in the one-dimensional Hubbard chain. It may also change its composition. One hydrogen atom per edge atom does this, since it adds an odd core charge and turns the odd numbers into even ones, zero among them. Which way a bare edge takes depends on energies that this counting does not supply.

### (g) What happens when the threefold symmetry is broken?

*Multiply the hopping along the bonds normal to the edge by a factor $s$, and leave the other two bonds of each atom unchanged. How does the edge charge respond?*

**Solution.** The edge theorem of (b) did not use the threefold symmetry, so $Q=e\,p_2$ modulo $e$ still holds. What is lost is the restriction of $p_2$ to three values.

The direction of the change follows from weak hopping. To leading order each anion Wannier function has small tails on the three neighbouring cations. Let the eight electrons of one anion place $\nu_\perp$ electrons on the neighbour across the normal bond and $\nu_\parallel$ on each of the other two. Relative to the anion, these neighbours lie at heights $-2/3$ and $+1/3$. The electrons then contribute a first moment

$$-\left[\nu_\perp\left(-\tfrac23\right)+2\,\nu_\parallel\cdot\tfrac13\right]=\tfrac23\,(\nu_\perp-\nu_\parallel),$$

and for boron nitride

$$p_2=1+\tfrac23\,(\nu_\perp-\nu_\parallel).$$

With equal bonds the correction vanishes, as the symmetry demands. A weaker normal bond has $\nu_\perp<\nu_\parallel$, and the charge of the bare boron edge falls below $e$.

The hoppings of the model are not weak, so the amount has to be computed. For $s=0.98$ the bare boron edge carries 0.99194 e per repeat, and for $s=0.70$ it carries 0.86405 e. The Berry phases of the bulk with the same unequal bonds give $p_2$ below an integer by 0.00806 and 0.13595, which are the same departures. The charge thus leaves the integer continuously and still follows the bulk polarisation. Its initial slope is $0.00806/0.02=0.40$ e per unit of relative change in the hopping. Extended in a straight line to $s=0.70$ it would give $0.40\times0.30=0.12$ e, somewhat less than the computed 0.14 e.

If hopping varies as the inverse square of the bond length, a 1 % longer bond reduces it by about 2 %. The corresponding change in the edge charge has the size $0.00806\times641=5.2$ pC/m. This is an estimate of size for the electronic part of the piezoelectric response. It counts only the charge moved between atoms. When the bonds are unequal, the $s$ and $p$ orbitals of one atom also mix unequally and give that atom a dipole of its own, which can change the estimate by a sizeable fraction. Also left out are the displacement of the ions, the stretching of the cell and the electric field that the moved charge creates. A uniform 1 % stretch along the normal also lengthens and turns the other two bonds; with the ions at fixed reduced positions the same model then gives 0.0064 e per repeat, or 4.1 pC/m.

### (h) Does the result survive in a finite island?

*A triangular flake has $n$ hexagons along each side and hydrogen on every edge atom. Find the charge at which all its levels below the gap are filled, and compare its growth with the edge charge of (e).*

**Solution.** In such a triangle the outward-pointing atom of each hexagon on a side belongs to one sublattice, called the majority. There are $n$ of them on each of the three sides, so $3n$ majority atoms carry hydrogen. Each corner hexagon also has one outward-pointing atom of the other kind, which gives 3 minority atoms with hydrogen.

Count the bonds between unlike atoms from both sides. An atom with hydrogen has two such bonds and any other atom has three, so

$$3N_{\text{maj}}-3n=3N_{\text{min}}-3\quad\Rightarrow\quad N_{\text{maj}}-N_{\text{min}}=n-1 .$$

Let the majority be anions. In the counting of (e) each anion has charge $-Z_c$, each cation $+Z_c$, each hydrogen on an anion $+1$ and each hydrogen on a cation $-1$. The total in units of $e$ is

$$q_n=-Z_c(n-1)+3n-3=(3-Z_c)(n-1).$$

When $n$ grows by one, each of the three sides becomes one repeat longer. The charge added per repeat is $(3-Z_c)/3=1-Z_c/3$, which is the charge of the hydrogen-terminated anion edge. For a cation majority the sign is reversed.

Diagonalising the model for $n=2$ and $n=6$ and counting the levels below the gap confirms this. With nitrogen-type edges the charges are 0 and 0 for $Z_c=3$, and $-1$ and $-5$ for $Z_c=4$. The latter grow by $-4$ over three sides of four extra repeats each, or $-4/12=-1/3$ per repeat. For $Z_c=2$ they are $+1$ and $+5$.

A neutral hydrogen-terminated triangle of boron nitride thus has a closed shell, whatever its size, as long as the gap stays open. A calculation without model parameters can be compared with this for the smallest case beyond a single ring. Restricted Hartree–Fock theory in the minimal STO-3G basis, at fixed ideal geometry, gives the neutral flakes B₆N₇H₉ and B₇N₆H₉ gaps between highest filled and lowest empty orbital of 16.2 and 15.7 eV. These are differences of orbital energies at a level that omits electron correlation, with a small basis and no relaxation. The restricted method imposes double occupation, so the closed shell is assumed here and not found. The large gaps are consistent with it, but they should not be read as measurable gaps.

### (i) What would a charge of one third do to a ribbon?

*Suppose that the two edges of a ribbon 5 nm wide carried $+e/3$ and $-e/3$ per repeat. Estimate the voltage between them, first without and then with the polarisability of the sheet, and judge whether the ribbon could remain insulating.*

**Solution.** The line charge is $\lambda=1.33$ e/nm. A line charge produces the potential $-(\lambda/2\pi\varepsilon_0)\ln r$ at distance $r$. Spread each edge charge evenly over one row spacing, $H=0.2165$ nm, and average the potential over the same strip. The separation of two random points in the strip, divided by $H$, has probability density $2(1-u)$, and

$$\int_0^1 2(1-u)\ln u\,du=2\left(-1+\tfrac14\right)=-\tfrac32 .$$

The average of $\ln r$ within an edge is therefore $\ln H-\tfrac32$, and between the edges it is close to $\ln W$. Each edge contributes the same amount to the difference, so

$$V_0=\frac{\lambda}{\pi\varepsilon_0}\left[\ln\frac WH+\frac32\right].$$

The width nearest to 5 nm with a whole number of row spacings is 4.98 nm, or $23H$. The prefactor is 7.68 V, and

$$V_0=7.68\times(3.14+1.50)\approx35.6\ \text{V}.$$

The sheet itself is polarisable. Let its dipole moment per area be $2\varepsilon_0r_0E$, where $E$ is the total field along the sheet and $r_0$ is a screening length, taken as roughly 0.7 nm for boron nitride. The divergence of this polarisation is an induced charge, which acts back on $E$. Solving the two relations together on the rows of the ribbon gives 22.9 V, a mean field of $22.9/4.98=4.6$ V/nm, or 46 MV/cm. The last digit is not significant: finer grids give 22.4 to 23.2 V, depending on where the polarisable region is taken to end, and $r_0$ between 0.5 and 1.0 nm gives about 25 to 20 V.

Both numbers exceed what the material can bear. The gap is roughly 6 eV. The breakdown field of hexagonal boron nitride is roughly 10 MV/cm across the layers and is reported to be lower along them, which is the direction that matters here. Once the voltage lifts filled states at the negative edge above empty states at the positive edge, electrons cross over and reduce the charges. In this linear estimate the transfer stops near

$$Q\approx\frac e3\times\frac{6}{22.85}\approx0.09\,e\ \text{per repeat},$$

and the edges are then partly filled and metallic. The first width on the row grid at which the voltage passes the gap is 0.65 nm. At three row spacings continuum electrostatics is only indicative, but it suggests that narrow ribbons would not escape.

This is the practical difference between the classes. Hydrogen-terminated boron nitride has no edge charge to drive such a transfer, so a wide ribbon can stay insulating. Bare edges with $\pm e$ would start from three times the voltage and could not keep their charge in an isolated wide ribbon. Sheets with $Z_c=2$ or 4 do have thirds at hydrogen-terminated edges and face the same difficulty, with their own gaps and screening lengths in place of the values used here. Charged adsorbates or a conducting support could compensate the edges instead.

**The real material.** The lattice constant of 0.25 nm, the gap and the screening length are rough typical values for monolayer boron nitride, while the hoppings are round model parameters. At a growth temperature of roughly 1300 K the thermal energy is 0.11 eV. The factor $\exp(-E_g/2k_BT)$ for a gap $E_g$ of 6 eV is then about $2\times10^{-12}$, so excitation across the gap does not spoil the quantisation, although defects might. The assumption most seriously broken in growth is that of an isolated, insulating edge. On a metal such as copper, edge states can exchange electrons with the support, and the edge charge may then take any value. On an insulating support the correction considered here is strain. The model puts it at 0.006 to 0.008 e per repeat for 1 %, without the on-atom dipoles and the ionic relaxation left out in (g). Published first-principles values with relaxed ions are several times smaller. Oxygen, hydroxyl groups or a reconstruction can change the integer, or lengthen the repeat to which it belongs. They do not turn an insulating edge of primitive period into one with a third of a charge, because that is fixed by the bulk. The main computed values are collected in the numerical output.

## Numbers as computed

```
lattice constant a = 0.250 nm, bond = 0.1443 nm
hoppings ss, sp, pp-sigma, pp-pi = -5.0, 5.5, 8.0, -2.5 eV
on-site N (s, then p if present) = [-26.0, -14.0] eV
on-site B (s, then p if present) = [-12.0, -8.0] eV
on-site H (s, then p if present) = [-13.0] eV
C3-allowed p1=p2: ['0/60', '20/60', '40/60']
model bulk gap = 6.000 eV; guaranteed bound = 2.0 eV
smallest gap over hopping strengths 0 to 2 = 2.000 eV
BN p1, p2 off nearest integer = -0.00000, -0.00000
pi part with unit cores, mod 1 = 0.3333
sigma part with remaining cores, mod 1 = 0.6667
B atomic charge inside ribbon = 0.5724 e
bare BN edges: N -1.00000, B 1.00000 e/repeat
ribbon gaps: bare 3.992, H-terminated 5.801 eV
H edges, Zc=2: anion 0.33333, cation -0.33333 e/repeat
H edges, Zc=3: anion 0.00000, cation -0.00000 e/repeat
H edges, Zc=4: anion -0.33333, cation 0.33333 e/repeat
edge atoms shifted by 2 eV (N down, B up):
  electrons on edge N change by 0.3164
  edge charges N -0.00000, B 0.00000 e/repeat
vertical hopping x 0.98: bare B edge 0.99194 e/repeat, Berry p2 off integer -0.00806
vertical hopping x 0.7: bare B edge 0.86405 e/repeat, Berry p2 off integer -0.13595
triangle, N edges, Zc=2: charge n=2 1 e, n=6 5 e, slope 0.3333 e/repeat
triangle, N edges, Zc=3: charge n=2 0 e, n=6 0 e, slope 0.0000 e/repeat
triangle, N edges, Zc=4: charge n=2 -1 e, n=6 -5 e, slope -0.3333 e/repeat
triangle, B edges, Zc=2: charge n=2 -1 e, n=6 -5 e, slope -0.3333 e/repeat
triangle, B edges, Zc=3: charge n=2 0 e, n=6 0 e, slope 0.0000 e/repeat
triangle, B edges, Zc=4: charge n=2 1 e, n=6 5 e, slope 0.3333 e/repeat
RHF/STO-3G neutral B6N7H9: HOMO-LUMO gap = 16.24 eV
RHF/STO-3G neutral B7N6H9: HOMO-LUMO gap = 15.72 eV
one e per repeat = 4.000 e/nm = 640.9 pC/m
e/3 per repeat = 1.333 e/nm = 213.6 pC/m
rough inputs: gap 6.0 eV, screening length 0.7 nm, breakdown 10.0 MV/cm
hypothetical +-e/3 edges, width 4.980 nm:
  voltage 22.85 V (unscreened 35.60 V)
  mean field 45.9 MV/cm
  edge charge at which voltage equals gap = 0.0875 e/repeat
  first row-spaced width with voltage > gap = 0.650 nm
thermal energy at 1300 K = 0.1120 eV; exp(-gap/2kT) = 2.34e-12
```
